# Dirac dipole sums from hydrogenic 1s: full and positive-energy spectra

## First half: the two sums and their derivation

A dipole oscillator-strength sum can be used to check a set of computed excited states. In the Schrödinger theory of one electron in a local potential it must equal 1. Apply the same check to a Dirac calculation and it misleads. For hydrogen-like tin, the sum over the states that describe an electron is 0.9065, and the sum over all eigenvectors of the Dirac matrix is 0. An implementer who expects 1 will search for a missing part of the basis in the first case and for a sign error in the second. Rescaling the strengths to make them add up to 1 would then damage correct numbers. What is needed is the correct target for each choice of states, with its accuracy.

### Setting and definitions

Hartree atomic units are used, so that $\hbar=m=e=1$ and the speed of light $c$ is the inverse of the fine-structure constant $\alpha_{\rm fs}$. One electron moves in the field of a fixed point charge $Z$:

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad V=-\frac Zr,\qquad x=Z\alpha_{\rm fs}=\frac Zc<1 .$$

Here $\boldsymbol\alpha$ and $\beta$ are the Dirac matrices in the standard form, with $\beta=+1$ on the upper two components and $-1$ on the lower two. Let $|0\rangle$ be a 1s state with energy $E_0$, which includes the rest energy. The strength of a transition to the eigenstate $|n\rangle$ is

$$f_n=2(E_n-E_0)\,|\langle n|z|0\rangle|^2 .$$

A sum over $n$ includes an integral over the continua. The spectrum has a positive-energy part, consisting of the bound states and the continuum above $c^2$, and a negative-energy part, the continuum below $-c^2$. These words refer to $H$ with the nuclear potential included. Let $P_+$ and $P_-$ be the projectors on the two parts, and $S_+$ and $S_-$ the corresponding sums of $f_n$. The results are

$$S_++S_-=0,\qquad S_+=1-\tfrac56x^2+o(x^2).$$

The first is an identity of this model. The second is the leading relativistic law, where $o(x^2)$ stands for a remainder that vanishes faster than $x^2$. Nuclear recoil, nuclear size, radiative effects and the retardation of the light field are left out.

### The sum over the full spectrum

The coordinate $z$ commutes with $V$ and with the Dirac matrices. Since $[p_j,z]=-i\delta_{jz}$,

$$[H,z]=c\,\alpha_j[p_j,z]=-ic\,\alpha_z .$$

Write $|\varphi\rangle=z|0\rangle$. Because $H|0\rangle=E_0|0\rangle$,

$$(H-E_0)|\varphi\rangle=[H,z]|0\rangle=-ic\,\alpha_z|0\rangle .$$

This vector has a finite norm, so $|\varphi\rangle$ lies in the domain of $H$: the 1s state decays exponentially, and the factor $z$ makes it less singular at the nucleus. The sum of $|E_n|\,|\langle n|\varphi\rangle|^2$ is then at most $\|\varphi\|\,\|H\varphi\|$ by the Cauchy–Schwarz inequality. The oscillator sum therefore converges absolutely, and completeness may be used in it:

$$S_++S_-=2\langle\varphi|H-E_0|\varphi\rangle=-2ic\,\langle0|z\alpha_z|0\rangle .$$

The middle expression is real because $H$ is Hermitian. The matrix element on the right is also real, because $z$ and $\alpha_z$ are commuting Hermitian operators. A real number equal to $i$ times a real number is zero, which proves the first result.

The same fact can be read from the double commutator. For any Hermitian $A$ and $K$ with $K|0\rangle=E_0|0\rangle$,

$$\langle[A,[K,A]]\rangle=\langle 2AKA-A^2K-KA^2\rangle=2\langle A(K-E_0)A\rangle. \tag{1}$$

With $A=z$ and $K=H$ the inner commutator is $-ic\alpha_z$, which commutes with $z$. In the Schrödinger theory $K=p^2/2+V$, the inner commutator is $-ip_z$, and $[z,-ip_z]=1$. The difference comes from the kinetic energy: it is quadratic in the momentum in one theory and linear in the other.

### The positive-energy sum as a commutator

Define the projected operators

$$Z_+=P_+zP_+,\qquad H_+=P_+HP_+ .$$

The 1s state has positive energy, so $P_+|0\rangle=|0\rangle$. Inserting $P_+$ between the two coordinates selects the positive-energy states, and (1) gives

$$S_+=2\langle0|z\,P_+(H-E_0)P_+\,z|0\rangle=\langle0|[Z_+,[H_+,Z_+]]|0\rangle. \tag{2}$$

No approximation has been made. The value need not be zero, because projection destroys the property used above: the projected coordinate and the projected velocity no longer commute. To evaluate (2) one needs $H_+$ and $Z_+$ to relative order $c^{-2}$. Both follow from a unitary transformation that separates upper from lower components.

### Separating the two parts of the Hamiltonian

An operator is called even if it does not mix upper and lower components, and odd if it only mixes them. Put $D=\boldsymbol\alpha\cdot\mathbf p$, which is odd and obeys $\beta D=-D\beta$ and $D^2=p^2$. Take

$$U=e^W,\qquad W=\frac{\beta D}{2c},\qquad W^\dagger=\frac{D\beta}{2c}=-W,$$

so that $U$ is unitary. For any operator $A$,

$$UAU^{-1}=A+[W,A]+\tfrac12[W,[W,A]]+\dots$$

Applied to the three terms of $H=\beta c^2+cD+V$, the first commutators are

$$[W,\beta c^2]=-cD,\qquad [W,cD]=\beta D^2,\qquad [W,V]=\frac{\beta[D,V]}{2c}.$$

The first of these cancels the large odd term $cD$; that is the reason for the choice of $W$. Call the successive terms of the series $T_0=H$, $T_1=[W,T_0]$, $T_2=\tfrac12[W,T_1]$, $T_3=\tfrac13[W,T_2]$ and $T_4=\tfrac14[W,T_3]$. Moving $\beta$ through $D$ gives the further commutators

$$[W,\beta D^2]=-\frac{D^3}{c},\qquad [W,D^3]=\frac{\beta D^4}{c},$$
$$\left[W,\frac{\beta[D,V]}{2c}\right]=-\frac{[D,[D,V]]}{4c^2}.$$

Hence, keeping even terms to order $c^{-2}$ and odd terms to order $c^{-1}$,

$$T_1=-cD+\beta D^2+\frac{\beta[D,V]}{2c},$$
$$T_2=-\frac{\beta D^2}{2}-\frac{D^3}{2c}-\frac{[D,[D,V]]}{8c^2},$$
$$T_3=\frac{D^3}{6c}-\frac{\beta D^4}{6c^2},\qquad T_4=\frac{\beta D^4}{24c^2}.$$

The coefficient of $\beta D^2$ is $1-\tfrac12=\tfrac12$, and that of $\beta D^4/c^2$ is $-\tfrac16+\tfrac1{24}=-\tfrac18$. The sum is

$$UHU^{-1}=\beta\left(c^2+\frac{p^2}{2}-\frac{p^4}{8c^2}\right)+V-\frac{[D,[D,V]]}{8c^2}+R,$$
$$R=\frac{\beta[D,V]}{2c}-\frac{D^3}{3c}.$$

The odd remainder $R$ is of order $c^{-1}$. A second rotation with $W_2=\beta R/(2c^2)$ removes it, since $[W_2,\beta c^2]=-R$. Its effect on the even part is $[W_2,R]-\tfrac12[W_2,R]=\tfrac12[W_2,R]$, which is of order $c^{-4}$. Odd terms of order $c^{-3}$ remain, and removing them changes the even part at still higher order.

On the upper components $D$ acts in the double commutator as $\boldsymbol\sigma\cdot\mathbf p$. First, $[\boldsymbol\sigma\cdot\mathbf p,V]=-i\boldsymbol\sigma\cdot\nabla V$. Using $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ in the second commutator,

$$[\boldsymbol\sigma\cdot\mathbf p,-i\boldsymbol\sigma\cdot\nabla V]
=-i\left\{[p_j,\partial_jV]+i\epsilon_{ijk}\sigma_k(p_i\partial_jV+\partial_jV\,p_i)\right\}.$$

The first bracket is $-i\nabla^2V$. In the second, the two orderings agree because the curl of a gradient vanishes, and $\epsilon_{ijk}\sigma_k\,\partial_jV\,p_i=-\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. The result is $-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. Multiplication by $-1/(8c^2)$ gives

$$H_+-c^2=\frac{p^2}{2}+V+\frac1{c^2}\left[-\frac{p^4}{8}+\frac{\nabla^2V}{8}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4}\right]+\dots \tag{3}$$

The three corrections are the change of kinetic energy with speed, the Darwin term and the spin–orbit term.

### The coordinate must be transformed too

Replacing $Z_+$ by $z$ without inspection would be an unproved step. The first commutator is odd:

$$[W,z]=-\frac{i\beta\alpha_z}{2c}. \tag{4}$$

The second is even. Since $[\beta D,\beta\alpha_z]=[\alpha_z,D]$, and on upper components $[\sigma_z,\boldsymbol\sigma\cdot\mathbf p]=2i(\mathbf p\times\boldsymbol\sigma)_z$,

$$\tfrac12[W,[W,z]]=\frac12\cdot\frac1{2c}\cdot\frac{-i}{2c}\cdot2i(\mathbf p\times\boldsymbol\sigma)_z=\frac{(\mathbf p\times\boldsymbol\sigma)_z}{4c^2}.$$

The rotation $W_2$ is of order $c^{-3}$ and odd. Its commutator with the odd term (4), of order $c^{-1}$, changes the even part of the coordinate at order $c^{-4}$. Its double commutator with $z$ is also even, but of order $c^{-6}$. Therefore

$$Z_+=z+\frac{(\mathbf p\times\boldsymbol\sigma)_z}{4c^2}+O(c^{-4}).$$

### Evaluating the double commutator

The part with $z$ in both places uses $[g(\mathbf p),z]=-i\,\partial g/\partial p_z$ and $[z,g(\mathbf p)]=i\,\partial g/\partial p_z$. Together they give $[z,[g,z]]=\partial^2g/\partial p_z^2$. For the two kinetic terms,

$$\frac{\partial^2}{\partial p_z^2}\frac{p^2}{2}=1,\qquad
\frac{\partial^2}{\partial p_z^2}\left(-\frac{p^4}{8c^2}\right)=-\frac{p^2+2p_z^2}{2c^2}.$$

The potential and the Darwin term commute with $z$. The spin–orbit term is linear in $\mathbf p$, so its commutator with $z$ is a function of position and spin, and the second commutator with $z$ vanishes.

Two cross terms contain the spin shift of the coordinate once. In the first, the shift is commuted with $[p^2/2+V,z]=-ip_z$. Both depend only on momentum and spin, and $p_z$ carries no spin matrix, so the commutator is zero. In the second, $p^2/2$ commutes with the shift, while $[V,\mathbf p]=i\nabla V$ turns the shift into a function of position and spin. That function commutes with $z$. Thus

$$[Z_+,[H_+,Z_+]]=1-\frac{p^2+2p_z^2}{2c^2}+\dots \tag{5}$$

The leading term is a constant, so a normalized state gives exactly 1 for it. Relativistic changes of the state enter through the second term and are of higher order. The Schrödinger 1s function is therefore sufficient. It is spherical, so $\langle p_z^2\rangle=\langle p^2\rangle/3$, and the virial theorem gives $\langle p^2\rangle=Z^2$. Then

$$S_+=1-\frac{1}{2c^2}\left(1+\frac23\right)Z^2=1-\frac56x^2$$

to leading order. The expansion in powers of $1/c$ is not uniformly valid close to a point nucleus, where $|V|$ exceeds $c^2$. This derivation by itself puts no bound on the remainder; its size is taken from explicit sums over the Dirac spectrum.

## Second half: physical reading, radial form and hydrogen-like tin

The symbols carry over: $x=Z/c$, the strengths are $f_n=2(E_n-E_0)|\langle n|z|0\rangle|^2$, and $S_\pm$ are their sums over positive-energy and negative-energy states. The first half gave $S_++S_-=0$ as an identity and $S_+=1-\tfrac56x^2$ as the leading law. It also gave the odd part of the transformed coordinate, $-i\beta\alpha_z/(2c)$, which connects the two parts of the spectrum.

### A small dipole weight with a large energy factor

Let $\chi$ be the two-component 1s function after the transformation. To leading order the odd part of the coordinate sends it to the lower components with amplitude $i\sigma_z\chi/(2c)$. Since $\sigma_z^2=1$,

$$\sum_{n\in -}|\langle n|z|0\rangle|^2=\|P_-z|0\rangle\|^2\simeq\frac1{4c^2}. \tag{6}$$

The energy difference is close to $-2c^2$ for the momenta that matter at small $x$, so $f_n$ carries the factor $-4c^2$. The product is $-1$. The dipole weight disappears as $c$ grows, but its contribution to the sum does not. At $x=0.02$ the computed weight is 0.99947 times $1/(4c^2)$.

The negative strengths have a definite meaning when the negative-energy states are filled. Consider independent electrons in the fixed potential $V$, and add one electron in 1s. Its upward transitions add $S_+$. The filled states can no longer make transitions into this 1s state, which removes the positive strength

$$\sum_{n\in-}2(E_0-E_n)|\langle n|z|0\rangle|^2=-S_- .$$

The net change is $S_+-(-S_-)=0$. The electron's own excitations are therefore described by $S_+$, while the full sum also counts the blocked transitions of the filled states.

### The free-electron picture

For a free electron the negative-energy sum is minus the curvature of its energy as a function of momentum. Since the full sum is zero, the positive-energy sum is the curvature itself. The free Hamiltonian is linear in $\mathbf p$, so a change $\delta$ of $p_z$ adds the perturbation $c\,\delta\,\alpha_z$. Within the positive-energy pair of states this operator is a multiple of the unit matrix and gives the first-order slope. The curvature comes from the coupling to negative energies in second order:

$$\frac{\partial^2E}{\partial p_z^2}=2c^2\sum_{-}\frac{|\langle-|\alpha_z|+\rangle|^2}{2E},\qquad E=\sqrt{c^4+c^2p^2}.$$

From $[H,z]=-ic\alpha_z$, a strength with energy difference $\Delta$ can be written as $2c^2|\langle n|\alpha_z|0\rangle|^2/\Delta$. For transitions to negative energies $\Delta=-2E$, and their sum is minus the curvature. Direct differentiation and an average over directions give

$$\frac{\partial^2E}{\partial p_z^2}=\frac{c^2}{E}-\frac{c^4p_z^2}{E^3},\qquad
\overline{\frac{\partial^2E}{\partial p_z^2}}=\frac{c^2}{E}-\frac{c^4p^2}{3E^3}=1-\frac56\frac{p^2}{c^2}+\dots$$

In the expansion, $-\tfrac12$ comes from the first term and $-\tfrac13$ from the second. A fast electron responds less to a force because its energy curve straightens: the slope approaches $c$ and the curvature falls. The reduction is stronger along the motion than across it. Averaging the curvature over the momentum distribution of the Schrödinger 1s function reproduces the leading law. Beyond that order this average is only an estimate of $S_+$: it omits the relativistic change of the 1s momentum distribution as well as the effect of the nucleus on the division into positive and negative energies.

### Radial equations and angular factors

Write a state as

$$\psi=\frac1r\begin{pmatrix}P(r)\,\Omega_\kappa\\ iQ(r)\,\Omega_{-\kappa}\end{pmatrix},\qquad \Omega_{-\kappa}=-\sigma_r\Omega_\kappa ,$$

with $\kappa=-1$ for s$_{1/2}$, $+1$ for p$_{1/2}$ and $-2$ for p$_{3/2}$. Here $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$, and $\Omega_\kappa$ is a normalized spin-angular function. The radial Hamiltonian is

$$H_\kappa=\begin{pmatrix}V+c^2&c(-d/dr+\kappa/r)\\ c(d/dr+\kappa/r)&V-c^2\end{pmatrix}.$$

With $\gamma=\sqrt{1-x^2}$, the 1s solution is

$$P_0\propto r^\gamma e^{-Zr},\qquad Q_0=-\frac{x}{1+\gamma}P_0,\qquad E_0=c^2\gamma .$$

Substitution checks it. In the second row, the $1/r$ terms require $c(\gamma-1)=-Zx/(1+\gamma)$, which follows from $1-\gamma^2=x^2$. The constant terms require $-cZ=-c^2x$. In the first row the $1/r$ terms cancel because $cx=Z$, and the constants cancel because $c^2(1-\gamma)=cZx/(1+\gamma)$.

For the angular factors, take spin up. Multiplying the s function by $\cos\theta$ gives $Y_{10}\!\uparrow/\sqrt3$. Of the squared norm of $Y_{10}\!\uparrow$, two thirds lie in $j=3/2$ and one third in $j=1/2$. The squared factors are thus $2/9$ for p$_{3/2}$ and $1/9$ for p$_{1/2}$. The lower components have the same factors, since $\cos\theta$ commutes with $\sigma_r$. With $a_{+1}=1/9$ and $a_{-2}=2/9$,

$$f_n=2a_\kappa(E_n-E_0)\left[\int_0^\infty r\,(P_nP_0+Q_nQ_0)\,dr\right]^2 .$$

### A separate check for each channel

The complete sum in one channel is not zero, and it has a closed form. Let $u_0=(P_0,Q_0)$. Compared with $H_{-1}$, the operator $H_\kappa$ has the extra off-diagonal term $c(\kappa+1)/r$. Differentiating the factor $r$ in $ru_0$ gives the vector $c(-Q_0,P_0)$, whose scalar product with $r(P_0,Q_0)$ vanishes at each point. Only the extra term remains:

$$\int ru_0^{T}(H_\kappa-E_0)\,ru_0\,dr=2c(\kappa+1)\int rP_0Q_0\,dr .$$

For normalized functions the last integral is $\langle r\rangle$ times $-[x/(1+\gamma)]/[1+x^2/(1+\gamma)^2]$. Since $(1+\gamma)^2+x^2=2(1+\gamma)$, this factor is $-x/2$. The 1s density gives $\langle r\rangle=(2\gamma+1)/(2Z)$, so $c\int rP_0Q_0\,dr=-(2\gamma+1)/4$. Multiplying by $2a_\kappa$,

$$S(\mathrm p_{1/2})=-\frac29(2\gamma+1),\qquad S(\mathrm p_{3/2})=+\frac29(2\gamma+1). \tag{7}$$

At small $x$ the totals approach $-2/3$ and $+2/3$. The positive-energy parts approach $1/3$ and $2/3$, so the negative-energy parts approach $-1$ and $0$. This agrees with the amplitude $i\sigma_z\chi/(2c)$: its lower components form an s wave with $j=1/2$, which belongs to $\kappa=+1$. Omitting one channel therefore spoils the cancellation completely.

### What a finite basis must get right

In an orthonormal finite basis let $v$ represent $z|0\rangle$ in one channel, and let $\mathsf H$ be the Hamiltonian matrix. The sum over all eigenvectors is $2v^T(\mathsf H-E_0)v$. It does not depend on how the eigenvectors are divided into positive and negative energies. Comparing each channel total with (7) therefore tests the dipole vector, the angular factor and the matrix only together, through one number. Errors that compensate in this number pass unnoticed. The comparison also cannot reveal a misclassified or spurious root, nor an error in matrix elements between functions absent from $v$. The two-channel total is a weaker check still, because a common wrong factor in all strengths leaves it at zero. For $S_+$ the spectrum itself must be inspected.

The calculation uses $N$ functions $t^{\gamma_\kappa}e^{-t/2}L_j^{(2\gamma_\kappa)}(t)$ for each component, normalized, with $t=2Zr$, $\gamma_\kappa=\sqrt{\kappa^2-x^2}$ and $j=0,\dots,N-1$. In the p$_{1/2}$ channel, where $\gamma_\kappa=\gamma$, regular solutions have $P/Q\to x/(\gamma+1)$ at the nucleus. This ratio is imposed as a linear condition.

The condition leaves one artificial root, at total energy $-E_0$. Its vector is $u\,(x,\gamma+1)$, where $u$ is the highest basis function. In units of length $1/Z$ and energy $Z^2$, in which $c$ becomes $1/x$, direct substitution gives

$$(H_{+1}+E_0)\,u\begin{pmatrix}x\\ \gamma+1\end{pmatrix}
=\left(u'-\frac{\gamma u}{r}-u\right)\begin{pmatrix}-(\gamma+1)/x\\1\end{pmatrix}.$$

For $u=t^\gamma e^{-t/2}L_{N-1}^{(2\gamma)}$ the bracket equals $-2t^\gamma e^{-t/2}L_{N-1}^{(2\gamma+1)}$. The right side is projected on a basis vector $(P,Q)$ through the combination $-(\gamma+1)P+xQ$. The imposed ratio removes the $t^\gamma$ term from this combination, leaving $t^{\gamma+1}e^{-t/2}$ times a polynomial of degree at most $N-2$. Laguerre orthogonality makes the projection zero, so the vector is an eigenvector of the matrix although it does not solve the differential equation.

It has no dipole weight. In this channel $z|0\rangle$ has the radial form $t^{\gamma+1}e^{-t/2}$, which contains only the functions $j=0$ and $j=1$. The vector can be deleted without changing the other roots. Tests then confirm that the gap between the negative continuum and the 2p level is empty in both channels, and that the lowest positive root is the 2p energy of the closed Dirac formula.

### How far the leading law reaches

The sums over the computed spectrum are as follows.

| $x$ | $S_+$ | $1-\tfrac56x^2$ | $(1-S_+)/x^2$ |
|---|---|---|---|
| 0.02 | 0.999667 | 0.999667 | 0.8323 |
| 0.04 | 0.998673 | 0.998667 | 0.8296 |
| 0.10 | 0.991862 | 0.991667 | 0.8138 |
| 0.20 | 0.969022 | 0.966667 | 0.7745 |

Extrapolating the last column from its first two entries, with an assumed $x^2$ error, gives about 0.833, consistent with $5/6$. The law lies below the computed $S_+$ at each of these values, but at $x=0.02$ the difference is only $4\times10^{-7}$, and convergence with the basis size was tested for tin alone, so the last digits of that row are not certified. The difference divided by $x^4$ falls from 1.95 at $x=0.10$ to 1.47 at $x=0.20$. The computed values therefore do not fit a single $x^4$ term, and no next coefficient is assigned here.

### Hydrogen-like tin

For Sn$^{49+}$, $Z=50$ and $x=50/137.036=0.36487$. The nucleus is treated as a fixed point, and the digits given below are those of this model, not predictions for the real ion. Measured from the rest energy, the levels are $-1294.63$ hartree for 1s, $-326.49$ hartree for 2p$_{1/2}$ and $-315.14$ hartree for 2p$_{3/2}$. The two resonance strengths are 0.1297 and 0.2613. Together they give 0.3910, compared with the Schrödinger value 0.4162.

The leading law needs $x^2=0.13313$:

$$1-\frac56(0.13313)=1-0.11094=0.8891 .$$

The spectral sums by channel are

| Channel | Positive | Negative | Total |
|---|---|---|---|
| p$_{1/2}$ | 0.2685 | −0.9045 | −0.6360 |
| p$_{3/2}$ | 0.6380 | −0.0020 | 0.6360 |
| Both | 0.9065 | −0.9065 | 0 |

Equation (7) can be checked by hand. Here $\gamma=\sqrt{1-0.13313}=0.93106$, and $\tfrac29(2\times0.93106+1)=0.6360$, as in the table. Almost all the negative strength is in p$_{1/2}$, as the small-$x$ argument predicts.

The law is low by $0.9065-0.8891=0.0174$, or 1.9% of $S_+$. Relative to the relativistic reduction itself, $1-S_+=0.0935$, the error is 19%. A code check for tin should therefore use a converged spectral sum, not the leading law. The free-electron curvature averaged over the Schrödinger 1s momenta is 0.9177, closer to $S_+$ but too high by 0.0112. Increasing the basis from 32 to 44 functions per component changes $S_+$ by $6\times10^{-7}$, far less than either difference.

The negative-energy dipole weight is $1.144\times10^{-5}$ bohr$^2$, while (6) gives $1.331\times10^{-5}$ bohr$^2$. For comparison, the squared dipole elements to the two 2p levels follow from their strengths and energy differences:

$$\frac{0.1297}{2(968.13)}+\frac{0.2613}{2(979.48)}=2.00\times10^{-4}\ \text{bohr}^2 .$$

The negative-energy weight is about 6% of this value, yet its contribution to the oscillator sum cancels the entire positive part.

### Conditions for using the result

The full sum vanishes because the potential commutes with $z$ and the Dirac kinetic energy is linear in momentum. A nonlocal exchange potential breaks the first condition and adds its own double commutator to the sum. For a smooth local potential and a weakly relativistic state, (5) still gives the leading correction, with that state's $\langle p^2\rangle$ and $\langle p_z^2\rangle$ in place of the 1s values.

The division into $S_+$ and $S_-$ also depends on the projector. Free-electron projectors, or those of another potential, do not commute with this $H$. Equation (2) then no longer describes the sum over its positive-energy eigenstates. Finally, both sums use the dipole operator $z$; if the wavelength of the light is not large compared with the atom, the operator changes, and the targets derived here for $z$ cannot be carried over without a new derivation. The computed values used here are listed in the numerical output.

## Computed values

```
speed of light c = 137.035999 a.u.
1s <p^2>/Z^2 = 1.000000, <p^4>/Z^4 = 5.000000
1s shift coefficient of Z^4/c^2 = -0.125000 hartree
Table: x | S+ | S- | 1-(5/6)x^2 | (1-S+)/x^2 | (S+ - law)/x^4
x=0.02 | 0.9996671 | -0.9996671 | 0.9996667 | 0.83231 | 2.554
x=0.04 | 0.9986727 | -0.9986727 | 0.9986667 | 0.82957 | 2.355
x=0.10 | 0.9918617 | -0.9918617 | 0.9916667 | 0.81383 | 1.950
x=0.20 | 0.9690215 | -0.9690215 | 0.9666667 | 0.77446 | 1.472
(1-S+)/x^2 extrapolated to x=0: 0.833227
5/6 = 0.833333
x=0.02: 4c^2 * negative-energy |z|^2 weight = 0.99947
x=0.02: f(1s-2p) both lines = 0.41612
Schroedinger f(1s-2p) = 0.41620
Sn49+: Z = 50, x = Z alpha = 0.364868
Sn49+: E(1s) - c^2 = -1294.626 hartree
Sn49+: E(2p1/2) - c^2 = -326.495 hartree
Sn49+: E(2p3/2) - c^2 = -315.144 hartree
Sn49+: f(1s-2p1/2) = 0.12970
Sn49+: f(1s-2p3/2) = 0.26128
Sn49+: p1/2 positive sum = 0.26846, negative sum = -0.90449, total = -0.63603
Sn49+: p3/2 positive sum = 0.63804, negative sum = -0.00201, total = 0.63603
Sn49+: S+ = 0.90650, S- = -0.90650
Sn49+: |S+ + S-| below 1e-6: True
Sn49+: leading law 1-(5/6)x^2 = 0.88906
Sn49+: S+ minus leading law = 0.01744
Sn49+: free-curvature average = 0.91773
Sn49+: negative-energy |z|^2 weight = 1.1441e-05 bohr^2
Sn49+: 1/(4c^2) = 1.3313e-05 bohr^2
Sn49+: change of S+ from 32 to 44 functions = 6.0e-07
```
